# Fermi-energy oscillations of a free-electron film and their thickness period

A calculation of surface scattering in a thin metal film needs a list of thicknesses, and the step between them has to be chosen before anything is run. If the Fermi energy oscillates with thickness, a step close to the period makes a rapid oscillation look like a slow drift. A step well below the period resolves it, and an average over one period removes its leading part. The decision therefore hangs on the period. For free electrons at fixed volume density it approaches half the bulk Fermi wavelength as the film thickens. Two derivations follow: one fills the subbands explicitly, the other turns the sum over subbands into waves.

## The model and the counting condition

Independent electrons of mass $m$ and spin 1/2 occupy a film between impenetrable flat walls a distance $L$ apart. The film is unbounded in the plane, the temperature is zero, and energies are measured from the bottom of the well. The number of electrons per volume, $n$, stays fixed while $L$ varies continuously, so the number per area is $nL$.

The bulk metal of the same density has

$$k_0=(3\pi^2 n)^{1/3},\qquad \lambda=\frac{2\pi}{k_0},\qquad E_0=\frac{\hbar^2k_0^2}{2m}.$$

The wavefunction vanishes at both walls, so it varies as $\sin(j\pi z/L)$ with $j=1,2,\dots$; the value $j=0$ would give no wavefunction at all. The subband bottoms are

$$E_j=j^2E_1,\qquad E_1=\frac{\hbar^2\pi^2}{2mL^2}.$$

Let $k_F$ be the film's Fermi wavenumber, defined by $E_F=\hbar^2k_F^2/2m$. In subband $j$ the in-plane wavevectors fill a disc of squared radius $k_F^2-(j\pi/L)^2$. Plane waves have density $1/(2\pi)^2$ per unit area of film and of wavevector space, and spin doubles it. The subband therefore holds, per area,

$$2\,\frac{\pi\left[k_F^2-(j\pi/L)^2\right]}{(2\pi)^2}=\frac{k_F^2-(j\pi/L)^2}{2\pi}.$$

Two dimensionless variables simplify the counting:

$$x=\frac{k_0L}{\pi}=\frac{2L}{\lambda},\qquad y=\frac{k_FL}{\pi}.$$

A unit step in $x$ is a thickness step of $\lambda/2$. Also $E_F/E_0=y^2/x^2$ and $E_1=E_0/x^2$. Setting the sum of the subband densities equal to $nL$, with $n=k_0^3/(3\pi^2)$, gives

$$\frac{\pi}{2L^2}\sum_{1\le j\le y}(y^2-j^2)=\frac{k_0^3L}{3\pi^2}.$$

Multiplying by $2L^2/\pi$ and using $k_0^3L^3=\pi^3x^3$ yields

$$S(y)\equiv\sum_{1\le j\le y}(y^2-j^2)=\frac{2x^3}{3}. \tag{1}$$

The sum is zero up to $y=1$ and increases continuously beyond it. Each thickness therefore has one Fermi energy.

## First derivation: filling the subbands

Suppose $M$ subbands are occupied. Since $\sum_{j=1}^M j^2=M(M+1)(2M+1)/6$, equation (1) becomes

$$My^2-\frac{M(M+1)(2M+1)}{6}=\frac{2x^3}{3}.$$

Division by $Mx^2$ gives the Fermi energy on this branch:

$$\frac{E_F}{E_0}=\frac{2x}{3M}+\frac{(M+1)(2M+1)}{6x^2}. \tag{2}$$

Subband $M$ starts to fill when its bottom meets the Fermi level, which means $y=M$. Its own contribution to $S$ is then zero. Calling the corresponding thickness $x_M$, equation (1) gives

$$x_M^3=\frac32\left[M^3-\frac{M(M+1)(2M+1)}{6}\right]=M^3-\frac{3M^2}{4}-\frac M4=\frac{M(M-1)(4M+1)}{4}. \tag{3}$$

For $M=1$ this is zero, because the lowest subband is occupied at every thickness.

**The openings are maxima.** The derivative of (2) is

$$\frac{d}{dx}\frac{E_F}{E_0}=\frac{2}{3M}\left[1-\frac{M(M+1)(2M+1)}{2x^3}\right]. \tag{4}$$

Just before subband $M\ge2$ opens, $M-1$ subbands are filled. Replacing $M$ by $M-1$ in (4) and inserting (3), the slope is

$$\frac{2}{3(M-1)}\left[1-\frac{2(2M-1)}{4M+1}\right]=\frac{2}{(M-1)(4M+1)}>0.$$

Just after the opening, (4) applies with $M$ itself:

$$\frac{2}{3M}\,\frac{(4M^2-3M-1)-(4M^2+6M+2)}{(M-1)(4M+1)}=-\frac{2(3M+1)}{M(M-1)(4M+1)}<0.$$

The Fermi energy rises to each opening and falls after it, so each opening is a maximum with a corner.

The physical reason appears on differentiating the electron count. Each subband has the constant density of states $g=m/(\pi\hbar^2)$ per area, so $nL=g\sum_j(E_F-E_j)$ over the occupied subbands. Because $dE_j/dL=-2E_j/L$,

$$\frac{dE_F}{dL}=\frac{1}{M}\left[\frac ng-\frac2L\sum_{j=1}^M E_j\right].$$

The first term comes from the electrons that must be added to keep the density fixed; they push $E_F$ up. The second comes from the subbands sinking as the well widens. When a subband opens, the sum suddenly gains a term equal to $E_F$, and the second effect wins.

**One minimum between neighbouring maxima.** The second derivative of (2) is $(M+1)(2M+1)/x^4>0$, so each branch has at most one minimum. By (4) it lies at

$$x^3=\frac{M(M+1)(2M+1)}{2}.$$

This exceeds $x_M^3$ and is less than $x_{M+1}^3=M(M+1)(4M+5)/4$, so the minimum is on the branch. At that point the second term of (2) equals $x/(3M)$, and $E_F/E_0=x/M$. Since $x^3=M^3(1+1/M)(1+1/2M)>M^3$, even the minima lie above $E_0$. In this model the film's Fermi energy exceeds the bulk value at every thickness.

**The period.** Write (3) as $x_M^3=M^3(1+u)$ with $u=-3/(4M)-1/(4M^2)$. For large $M$,

$$(1+u)^{1/3}=1+\frac u3-\frac{u^2}{9}+O(u^3)
=1-\frac{1}{4M}-\frac{1}{12M^2}-\frac{1}{16M^2}+O(M^{-3}).$$

Multiplication by $M$ gives

$$x_M=M-\frac14-\frac{7}{48M}+O(M^{-2}). \tag{5}$$

The remainder is a power series in $1/M$ starting at $M^{-2}$, so its difference between neighbours is $O(M^{-3})$. Hence

$$x_{M+1}-x_M=1+\frac{7}{48M^2}+O(M^{-3}),$$

and the distance between neighbouring maxima is

$$\Delta L=\frac{\lambda}{2}\left[1+\frac{7}{48M^2}+O(M^{-3})\right]\longrightarrow\frac{\lambda}{2}. \tag{6}$$

The approach is from above. The reason for half a wavelength is that each new standing wave adds one half-wave between the walls. The small excess is what remains of two opposing effects at the openings, where $k_FL=M\pi$. There $k_F$ lies above $k_0$, which shortens the half-wave; but $k_F$ is lower at the next opening, which delays that opening. With the half-wave taken at opening $M$, the two effects cancel at order $1/M$. At order $1/M^2$ the shortening contributes $-7/48$ and the delay $+7/24$, in units of $\lambda/2$, so the delay wins.

**The opposite limit.** For $x<x_2=(9/2)^{1/3}\approx1.65$ only one subband is filled, and (2) reads $E_F/E_0=1/x^2+2x/3$. As $L$ tends to zero the first term, which is $E_1$, dominates. Confinement then sets the Fermi energy, and there is no repeated opening from which a period could be read.

## Second derivation: from a sum to waves

The second route does not follow individual subbands. Define $f(w)=y^2-w^2$ for $|w|\le y$ and $f(w)=0$ outside. This function is even, and its value at $w=0$ is $y^2$, so

$$\sum_{j=-\infty}^{\infty}f(j)=y^2+2S(y).$$

The Poisson summation formula replaces the sum over integers by a sum of Fourier integrals:

$$\sum_{j=-\infty}^{\infty}f(j)=\sum_{q=-\infty}^{\infty}\int_{-y}^{y}(y^2-w^2)\cos(2\pi qw)\,dw.$$

It applies because $f$ is continuous, has finite extent, and has Fourier integrals that fall as $1/q^2$. The term $q=0$ is $4y^3/3$. For $q\neq0$ put $a=2\pi q$. In the first integration by parts the boundary term vanishes, since $f(\pm y)=0$:

$$\int_{-y}^{y}(y^2-w^2)\cos(aw)\,dw=\frac2a\int_{-y}^{y}w\sin(aw)\,dw
=-\frac{4y\cos(ay)}{a^2}+\frac{4\sin(ay)}{a^3}.$$

The last form follows from a second integration by parts. The terms $q$ and $-q$ are equal. Adding them, subtracting $y^2$ and halving gives

$$S(y)=\frac{2y^3}{3}-\frac{y^2}{2}-y\,C(y)+\sum_{q=1}^{\infty}\frac{\sin(2\pi qy)}{2\pi^3q^3},
\qquad C(y)=\sum_{q=1}^{\infty}\frac{\cos(2\pi qy)}{\pi^2q^2}. \tag{7}$$

Each term has a meaning. The first is the bulk count. The second is a surface deficit: half of the missing state $j=0$ is charged to the count. The remaining terms oscillate, and their phase is $2\pi qy=2qk_FL$. They come from the end points $w=\pm y$, where the whole Fermi wavenumber points across the film. The distance between these end points in wavenumber is $2k_F$.

To find the Fermi energy, insert (7) in (1) and multiply by $3/2$:

$$x^3=y^3-\frac34y^2-\frac32\,y\,C(y)+O(1). \tag{8}$$

Because $C$ is bounded, try $y=x+\alpha+\beta/x+O(x^{-2})$. The terms of order $x^2$ require $3\alpha-3/4=0$, so $\alpha=1/4$. Those of order $x$ require

$$3\alpha^2+3\beta-\frac32\alpha-\frac32C=0,\qquad\text{so}\qquad \beta=\frac1{16}+\frac C2.$$

The argument of $C$ may be taken as $x+1/4$. The actual argument differs from this by $O(1/x)$, and $C$ has bounded slope, as its closed form below shows. Squaring $y/x$ then gives

$$\frac{E_F}{E_0}=1+\frac{2\alpha}{x}+\frac{\alpha^2+2\beta}{x^2}+O(x^{-3})
=1+\frac1{2x}+\frac{3/16+C(x+1/4)}{x^2}+O(x^{-3}). \tag{9}$$

The function $C$ repeats when its argument grows by one. The leading oscillation of $E_F$ therefore has period one in $x$, or $\lambda/2$ in $L$. Its first harmonic is

$$E_1\,\frac{\cos(2\pi x+\pi/2)}{\pi^2}=-\frac{E_1}{\pi^2}\sin(2k_0L).$$

A closed form for $C$ shows the shape. Let $t$ be the signed distance from $x-1/4$ to its nearest integer, so that $-1/2\le t\le1/2$. The mean of $t^2$ over a period is $1/12$. Two integrations by parts give its cosine coefficients:

$$2\int_{-1/2}^{1/2}t^2\cos(2\pi qt)\,dt=\frac{(-1)^q}{\pi^2q^2}.$$

The factor $(-1)^q$ shifts the argument by one half, from $x-1/4$ to $x+1/4$. Hence $C(x+1/4)=t^2-1/12$, and (9) becomes

$$\frac{E_F}{E_0}=1+\frac1{2x}+\frac{5/48+t^2}{x^2}+O(x^{-3}). \tag{10}$$

The ripple about the smooth trend is a chain of parabolas that meet in upward corners. Since $t^2$ runs from 0 to $1/4$, its peak-to-valley size is $E_1/4$ to this order. It decays as $1/L^2$, faster than the smooth shift, which decays as $1/L$.

## What each derivation assumes

Both routes start from (1), and so from hard walls, parabolic bands, zero temperature and fixed density. They differ in what they need afterwards.

The first needs a closed formula for a finite sum of squares. In return, (2) and (3) hold at every thickness, including films with one or two subbands. A large number of subbands enters only in the step from (3) to (6).

The second needs no closed sum, and (7) is also an identity at every thickness. Large $x$ enters when (8) is solved for $y$. What this route adds is a separation of the smooth size shift from the oscillation, together with the origin of the wavenumber $2k_F$.

The two results can be joined. On the branch with $M$ filled subbands put $M=x-s$ in (2). The two terms become

$$\frac{2x}{3M}=\frac23\left(1+\frac sx+\frac{s^2}{x^2}+\cdots\right),$$

$$\frac{2M^2+3M+1}{6x^2}=\frac13-\frac{2s}{3x}+\frac1{2x}+\frac{s^2/3-s/2+1/6}{x^2}.$$

In the sum the terms $\pm2s/(3x)$ cancel, and the coefficient of $1/x^2$ is $s^2-s/2+1/6=(s-1/4)^2+5/48$. With $t=s-1/4$ this is (10). The openings also agree: at $y=M$ all sines in (7) vanish and $C=1/6$, which reproduces (3).

## Walls displaced from the positive charge

Electrons in a real film spill beyond the positive background. A simple model keeps hard walls but places each a distance $\delta$ outside a background of thickness $D=L-2\delta$. Neutrality then fixes the electrons per area at $nD$. With $d=2k_0\delta/\pi$, the right side of (1) becomes $2x^2(x-d)/3$, and the openings obey

$$x^3-d\,x^2=M^3-\frac{3M^2}{4}-\frac M4.$$

Put $x=M+\gamma+O(1/M)$. The terms of order $M^2$ give $3\gamma-d=-3/4$, so

$$x_M=M-\frac14+\frac d3+O(1/M).$$

The displacement moves every opening but leaves the limiting spacing at one. At fixed $\delta$, steps in $D$ and in $L$ are equal, so the period in $D$ is also $\lambda/2$.

The smooth shift does change. In (8) the left side is now $x^3-dx^2$, so $3\alpha-3/4=-d$ and $2\alpha=1/2-2d/3$. The $1/L$ shift vanishes at $d=3/4$, where $\delta=3\lambda/16$. The size of the $1/L$ shift thus depends on where the walls stand relative to the positive charge, whereas the limiting period does not.

The changed trend also decides whether an opening is still a maximum. For large $x$ the slope of $E_F/E_0$ just after an opening is $(2d/3-3/2)/x^2$. It is negative only for $d<9/4$, or $\delta<9\lambda/16$. Beyond that the openings remain as corners on a rising curve, with the same limiting spacing.

## A worked film

Take a model metal with the round density $n=100$ nm$^{-3}$. Then $k_0=14.36$ nm$^{-1}$, $\lambda/2=0.2188$ nm and $E_0=7.856$ eV.

For $L=2$ nm, $x=2/0.21878=9.142$. By (3), subband 9 opens at 1.911 nm and subband 10 at 2.130 nm, so $M=9$. Equation (2) gives

$$E_F=7.856\left[\frac{2(9.1416)}{27}+\frac{10\times19}{6(9.1416)^2}\right]\text{eV}
=7.856\,(0.6772+0.3789)\ \text{eV}=8.297\ \text{eV}.$$

For (10), $x-1/4=8.892$, so $t=-0.108$. With $E_1=0.0940$ eV, the smooth shift is $E_0/2x=0.430$ eV and the second-order term is $(5/48+t^2)E_1=0.011$ eV. The sum $7.856+0.430+0.011$ is again 8.297 eV. The agreement is not equally close at every thickness. The first term left out of (10) is $2s^3/(3x^3)$ with $s=x-M$, from the expansion of $2x/(3M)$ above. Here $s=0.14$ makes it negligible, but just before subband 10 opens it reaches about 0.002 eV. The ripple size $E_1/4$ is 0.024 eV, about a twentieth of the smooth shift.

The table lists maxima obtained by solving (1) for $y$ with a numerical root finder and searching the resulting curve in $L$. The gap is the distance to the next maximum.

| $M$ | $L$ (nm) | gap/($\lambda/2$) | $E_F$ (eV) |
|---:|---:|---:|---:|
| 2 | 0.361 | 1.0406 | 11.529 |
| 4 | 0.811 | 1.0093 | 9.140 |
| 6 | 1.252 | 1.0041 | 8.633 |
| 8 | 1.691 | 1.0023 | 8.413 |
| 10 | 2.130 | 1.0015 | 8.290 |

The gap exceeds $\lambda/2$ by 4% at the first maximum and by 0.15% at $M=10$. At $M=10$ the leading correction in (6) is $7/4800=0.0015$. At $M=2$ it would be 0.036 against the actual 0.041, so higher terms still matter there.

The raw curve is lopsided. From the maximum at $M=9$, 8.344 eV, it falls by 0.059 eV to a minimum of 8.285 eV at 2.077 nm, then rises by only 0.0053 eV to the next maximum. Equation (10) accounts for this. Within one period its slope is $(2t-1/2)/x^2$ to leading order, which vanishes at $t=1/4$, three quarters of the way across. Integrating the slope gives a fall of $9E_1/16$ and a rise of $E_1/16$. With $E_1$ taken at 2 nm these are 0.053 and 0.0059 eV. They differ from the computed values by roughly a tenth, comparable with $1/x=0.11$, the relative size of the neglected order.

## Choosing the thickness step

Suppose the thickness is sampled in steps $h$. Each step advances the argument of $C$ by $r=2h/\lambda$. Since $C$ has period one, subtracting the nearest integer $p$ from $r$ changes none of the sampled values. The samples therefore appear to have the period

$$L_{\text{app}}=\frac{h}{|r-p|}.$$

With $h=0.20$ nm in the model metal, $r=0.914$ and $p=1$, so $L_{\text{app}}=0.20/0.086=2.3$ nm, nearly eleven times the true period. This slow period belongs to the ripple left after the smooth trend is subtracted. The sampled Fermi energies themselves fall at every step between 1 and 9 nm, because the trend drops more per step than the aliased ripple can rise. A step of $\lambda/2$ would hide the leading oscillation altogether. The same arithmetic applies to a film that grows by whole atomic layers, where $h$ is the layer spacing and cannot be chosen freely.

If the smooth trend is wanted, an average over a thickness interval $\lambda/2$ removes $C$ at order $1/x^2$, because its mean over a period is zero. It leaves the $1/L$ shift in place, so such an average is not yet the bulk value.

The result has limits beyond those of sampling. At finite temperature the sharp corners are rounded, and the zero-temperature curve requires a thermal energy far below the subband spacing at the Fermi level. In the 2 nm film the bottoms of subbands 9 and 10 lie at 7.61 and 9.40 eV, a spacing of 1.8 eV. The rise before each maximum is shallow, so the maximum of the chemical potential near 2.13 nm disappears at a thermal energy of about 0.11 eV, below a tenth of the spacing. That is about 1300 K; at 300 K the maximum survives, with its rise reduced from 0.0053 to 0.0038 eV. A self-consistent surface potential that varies only across the film changes the levels $E_j$, and (1) must then be replaced by a count over the new levels. A lattice potential also changes the energies of motion in the plane. The count must then use the full band structure of the film, and the free-electron period $\lambda/2$ can no longer be assumed.
